# Scattering rate and residual resistivity of the homogeneous Falicov-Kimball metal: verification in Python

```python
"""Homogeneous Falicov-Kimball metal in dynamical mean-field theory (DMFT).

Result under test: with static f occupation w1 (w0 = 1 - w1), coupling U and
inverse Weiss function x = omega + mu - Delta, the self-energy is
    Sigma = w1 U + w0 w1 U^2 / (x - w0 U),
so Im Sigma(0) is finite and negative in the metal, tends to
-pi w0 w1 U^2 N0 at weak coupling (N0 = bare density of states), and gives a
nonzero resistivity as T -> 0.  Energies in eV; conduction electrons spinless.
Bethe lattice: Delta = tb^2 G.  Simple cubic lattice: hopping t, constant a.
Conductivities are held in units of e^2/(hbar a).
"""
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.integrate import quad
from scipy.special import ellipkm1

rng = np.random.default_rng(7)
HARTREE = const.value("Hartree energy in eV")
BOHR = const.value("Bohr radius") * 1e10
KB = const.k / const.e


# ---------------------------------------------------------------- Bethe lattice
def bethe_solution(z, U, w1, tb):
    """Local G and Sigma from the cubic equation; z = omega + mu (+ i eta)."""
    x = np.poly1d([-tb**2, z])
    cubic = np.poly1d([1, 0]) * x * (x - U) - (x - (1 - w1) * U)
    roots = cubic.r
    G = roots[np.argmin(roots.imag)]
    return G, z - tb**2 * G - 1 / G


tb, U = 0.5, 0.5
print(f"Bethe hopping tb = {tb:.2f} eV, coupling U = {U:.2f} eV")

# Closed form at half filling, against the cubic equation
for u in (0.2, 0.5, 0.8, 0.95):
    sigma = bethe_solution(u / 2, u, 0.5, tb)[1]
    closed = -(u**2 / 4) / np.sqrt(tb**2 - u**2 / 4)
    assert abs(sigma.imag - closed) < 1e-8
    born = -u**2 / (4 * tb)
    print(f"Bethe w1=0.5 U={u:.2f} eV: Im Sigma(0) = {sigma.imag:.4f} eV,"
          f" weak-coupling {born:.4f} eV")

# Beyond U = 2 tb there is no spectral weight at the Fermi level
G_gap = bethe_solution(0.55, 1.1, 0.5, tb)[0]
assert abs(G_gap.imag) < 1e-6
print(f"Bethe gap opens at U = {2 * tb:.2f} eV")

# Closed form of self-energy in terms of x, away from half filling
for w1 in (0.1, 0.25, 0.5):
    G, sigma = bethe_solution(w1 * U, U, w1, tb)
    x = w1 * U - tb**2 * G
    formula = w1 * U + w1 * (1 - w1) * U**2 / (x - (1 - w1) * U)
    assert abs(sigma - formula) < 1e-9 and sigma.imag < 0
    born = -w1 * (1 - w1) * U**2 / tb
    print(f"Bethe mu=w1*U, w1={w1:.2f}: Im Sigma(0) = {sigma.imag:.4f} eV,"
          f" weak-coupling {born:.4f} eV")

# Weak-coupling law at a generic filling; leading relative error is O(U/tb)
u_small, shift = 0.01, 0.25
bare_dos = np.sqrt(4 * tb**2 - shift**2) / (2 * np.pi * tb**2)
for w1 in (0.1, 0.25, 0.5):
    sigma = bethe_solution(w1 * u_small + shift, u_small, w1, tb)[1]
    ratio = -sigma.imag / (np.pi * w1 * (1 - w1) * u_small**2 * bare_dos)
    assert abs(ratio - 1) < 0.6 * u_small / tb
    print(f"Ratio to weak-coupling law, U={u_small:.2f} eV, w1={w1:.2f}:"
          f" {ratio:.4f}")

# Frequency slope of Re Sigma by finite differences
h = 1e-3
slope = (bethe_solution(U / 2 + h, U, 0.5, tb)[1].real
         - bethe_solution(U / 2 - h, U, 0.5, tb)[1].real) / (2 * h)
slope_formula = U**2 * tb**2 / (8 * (tb**2 - U**2 / 4)**2)
assert abs(slope / slope_formula - 1) < 1e-3
im_off = bethe_solution(U / 2 + 0.1, U, 0.5, tb)[1].imag
print(f"Bethe w1=0.5: d Re Sigma/d omega at 0 = {slope:.4f}")
print(f"Bethe w1=0.5: formal 1/(1-slope) = {1 / (1 - slope):.4f}")
print(f"Bethe w1=0.5: Im Sigma(omega = 0.1 eV) = {im_off:.4f} eV")

# Infinite-range random hopping plus random binary potential, diagonalized
n_sites, n_samples, w1_rm = 1000, 8, 0.25
z_rm = w1_rm * U + 0.2 + 0.1j
potential = np.zeros(n_sites)
potential[:int(w1_rm * n_sites)] = U
G_rm = 0
for _ in range(n_samples):
    M = rng.standard_normal((n_sites, n_sites))
    H = (M + M.T) * tb / np.sqrt(2 * n_sites) + np.diag(potential)
    G_rm += np.mean(1 / (z_rm - np.linalg.eigvalsh(H))) / n_samples
sigma_rm = z_rm - tb**2 * G_rm - 1 / G_rm
sigma_th = bethe_solution(z_rm, U, w1_rm, tb)[1]
# tolerance: sampling noise of the finite matrices is about one percent
assert abs(sigma_rm.imag / sigma_th.imag - 1) < 0.05
print(f"Random matrices (w1=0.25, broadening 0.1 eV): Im Sigma ="
      f" {sigma_rm.imag:.4f} eV")
print(f"Cubic equation at the same point: Im Sigma = {sigma_th.imag:.4f} eV")


# ---------------------------------------------------------- simple cubic lattice
def cubic_band(k, t):
    """Band energies and squared x velocity (in units a/hbar) on a k grid."""
    kx, ky, kz = np.meshgrid(k, k, k, indexing="ij")
    band = -2 * t * (np.cos(kx) + np.cos(ky) + np.cos(kz))
    return band.ravel(), ((2 * t * np.sin(kx))**2).ravel()


def octant(n):
    return (np.arange(n) + 0.5) * np.pi / n


def cubic_selfenergy(z, U, w1, band):
    """Self-consistency loop using the average over the two f occupations."""
    sigma = w1 * U - 0.3j * U
    for _ in range(2000):
        G = np.mean(1 / (z - sigma - band))
        x = sigma + 1 / G
        G_imp = (1 - w1) / x + w1 / (x - U)
        new = x - 1 / G_imp
        if abs(new - sigma) < 1e-11:
            return new
        sigma = new
    raise RuntimeError("self-consistency not reached")


def kubo(z, U, w1, band, vx2):
    """Conductivity at one energy in e^2/(hbar a), and the self-energy."""
    sigma = cubic_selfenergy(z, U, w1, band)
    A = -(1 / (z - sigma - band)).imag / np.pi
    return np.pi * np.mean(vx2 * A**2), sigma


t, a = 0.25, 4.0
rho_unit = const.hbar / const.e**2 * a * 1e-10 * 1e8      # micro-ohm cm
print(f"Cubic: t = {t:.2f} eV, U = {U:.2f} eV, a = {a:.1f} angstrom, w1 = 0.5")
band, vx2 = cubic_band(octant(32), t)
cond0, sigma0 = kubo(U / 2, U, 0.5, band, vx2)
cond_check = kubo(U / 2, U, 0.5, *cubic_band(octant(24), t))[0]
assert abs(cond_check / cond0 - 1) < 1e-3
gamma = -sigma0.imag
rho0 = rho_unit / cond0
rho_bound = rho_unit * np.pi * gamma**2 / (2 * t**2)
assert gamma > 0 and rho0 > rho_bound

# Bare density of states at band centre from the square-lattice one
dos0 = (2 / np.pi) * quad(
    lambda k: ellipkm1((np.cos(k) / 2)**2) / (2 * np.pi**2 * t),
    0, np.pi / 2)[0]
mean_abs = np.mean(np.abs(band))
print(f"Cubic bare density of states at centre = {dos0:.4f} per eV per site")
print(f"Cubic mean |band energy| = {mean_abs:.4f} eV")
print(f"Cubic Im Sigma(0) = {sigma0.imag:.4f} eV")
print(f"Cubic Im Sigma(0) = {sigma0.imag / HARTREE:.5f} hartree")
print(f"Cubic weak-coupling Im Sigma(0) = {-np.pi * U**2 / 4 * dos0:.4f} eV")
print(f"Resistivity unit hbar a/e^2 = {rho_unit:.2f} micro-ohm cm")
print(f"Residual conductivity = {cond0:.4f} e^2/(hbar a)")
print(f"Residual resistivity = {rho0:.1f} micro-ohm cm")
print(f"Residual resistivity = {a / BOHR / cond0:.2f} atomic units")
print(f"Rigorous lower bound = {rho_bound:.1f} micro-ohm cm")
print(f"Weak-scattering formula = {rho_unit * 12 * gamma / mean_abs:.1f}"
      " micro-ohm cm")

# Smaller coupling: weak-coupling rate and weak-scattering resistivity
u_weak = 0.25
band_f, vx2_f = cubic_band(octant(80), t)
cond_w, sigma_w = kubo(u_weak / 2, u_weak, 0.5, band_f, vx2_f)
rate_ratio = -sigma_w.imag / (np.pi * u_weak**2 / 4 * dos0)
drude_ratio = (1 / cond_w) / (12 * -sigma_w.imag / mean_abs)
# tolerances: next corrections are of relative order (U/bandwidth)^2
assert abs(rate_ratio - 1) < 0.08 and abs(drude_ratio - 1) < 0.02
print(f"Cubic U=0.25 eV: Im Sigma(0) = {sigma_w.imag:.4f} eV")
print(f"Cubic U=0.25 eV: ratio to weak-coupling law = {rate_ratio:.4f}")
print(f"Cubic U=0.25 eV: resistivity = {rho_unit / cond_w:.1f} micro-ohm cm")
print(f"Cubic U=0.25 eV: ratio to weak-scattering formula = {drude_ratio:.4f}")

# Temperature: average over -df/domega, written as an integral over f in (0,1)
nodes, weights = np.polynomial.legendre.leggauss(16)
fermi = (nodes + 1) / 2
for T in (100.0, 300.0):
    omegas = KB * T * np.log((1 - fermi) / fermi)
    cond_T = sum(w / 2 * kubo(U / 2 + om, U, 0.5, band, vx2)[0]
                 for om, w in zip(omegas, weights))
    assert abs(cond0 / cond_T - 1) < 0.05
    print(f"Resistivity at {T:.0f} K = {rho_unit / cond_T:.1f} micro-ohm cm")

# Disordered clusters solved exactly: energy measured from mu = U/2
L, eta, n_clusters = 12, 0.025, 3
N = L**3
index = np.arange(N).reshape(L, L, L)
forward = [np.roll(index, -1, axis=d).ravel() for d in range(3)]
backward = [np.roll(index, 1, axis=d).ravel() for d in range(3)]
rows = np.tile(np.arange(N), 6)
cols = np.concatenate(forward + backward)
hopping = sparse.csr_matrix((np.full(6 * N, -t), (rows, cols)), shape=(N, N))
k_cluster = 2 * np.pi * np.arange(L) / L
band_c, vx2_c = cubic_band(k_cluster, t)
k_all = np.array(np.meshgrid(*[k_cluster] * 3, indexing="ij")).reshape(3, -1)
k_fermi = k_all[:, np.abs(band_c) < 1e-9]
waves = np.exp(1j * np.indices((L, L, L)).reshape(3, -1).T @ k_fermi)
cond_exact, A_fermi = 0.0, 0.0
for _ in range(n_clusters):
    levels = rng.permutation(np.repeat([-U / 2, U / 2], N // 2))
    H = hopping + sparse.diags(levels)
    A = eta / np.pi * np.linalg.inv((H @ H).toarray() + eta**2 * np.eye(N))
    for fwd, bwd in zip(forward, backward):
        KA = t * (A[fwd] - A[bwd])
        cond_exact += -np.pi * np.sum(KA * KA.T) / N / (3 * n_clusters)
    A_k = np.sum(waves.conj() * (A @ waves), axis=0).real / N
    A_fermi += np.mean(A_k) / n_clusters
gamma_exact = 1 / (np.pi * A_fermi) - eta
cond_dmft, sigma_c = kubo(U / 2 + 1j * eta, U, 0.5, band_c, vx2_c)
# tolerance: DMFT omits nonlocal correlations in three dimensions, and the
# clusters are finite
assert abs(gamma_exact / -sigma_c.imag - 1) < 0.15
assert abs(cond_exact / cond_dmft - 1) < 0.15
print(f"Clusters: {n_clusters} samples of {N} sites, broadening {eta:.3f} eV")
print(f"Cluster scattering rate -Im Sigma = {gamma_exact:.4f} eV")
print(f"DMFT at same broadening and grid = {-sigma_c.imag:.4f} eV")
print(f"Cluster conductivity = {cond_exact:.4f} e^2/(hbar a)")
print(f"DMFT at same broadening and grid = {cond_dmft:.4f} e^2/(hbar a)")

print("ALL CHECKS PASSED")
```

Printed output:

```
Bethe hopping tb = 0.50 eV, coupling U = 0.50 eV
Bethe w1=0.5 U=0.20 eV: Im Sigma(0) = -0.0204 eV, weak-coupling -0.0200 eV
Bethe w1=0.5 U=0.50 eV: Im Sigma(0) = -0.1443 eV, weak-coupling -0.1250 eV
Bethe w1=0.5 U=0.80 eV: Im Sigma(0) = -0.5333 eV, weak-coupling -0.3200 eV
Bethe w1=0.5 U=0.95 eV: Im Sigma(0) = -1.4452 eV, weak-coupling -0.4512 eV
Bethe gap opens at U = 1.00 eV
Bethe mu=w1*U, w1=0.10: Im Sigma(0) = -0.0270 eV, weak-coupling -0.0450 eV
Bethe mu=w1*U, w1=0.25: Im Sigma(0) = -0.0755 eV, weak-coupling -0.0938 eV
Bethe mu=w1*U, w1=0.50: Im Sigma(0) = -0.1443 eV, weak-coupling -0.1250 eV
Ratio to weak-coupling law, U=0.01 eV, w1=0.10: 1.0078
Ratio to weak-coupling law, U=0.01 eV, w1=0.25: 1.0049
Ratio to weak-coupling law, U=0.01 eV, w1=0.50: 1.0000
Bethe w1=0.5: d Re Sigma/d omega at 0 = 0.2222
Bethe w1=0.5: formal 1/(1-slope) = 1.2857
Bethe w1=0.5: Im Sigma(omega = 0.1 eV) = -0.1411 eV
Random matrices (w1=0.25, broadening 0.1 eV): Im Sigma = -0.0844 eV
Cubic equation at the same point: Im Sigma = -0.0863 eV
Cubic: t = 0.25 eV, U = 0.50 eV, a = 4.0 angstrom, w1 = 0.5
Cubic bare density of states at centre = 0.5707 per eV per site
Cubic mean |band energy| = 0.5012 eV
Cubic Im Sigma(0) = -0.1261 eV
Cubic Im Sigma(0) = -0.00463 hartree
Cubic weak-coupling Im Sigma(0) = -0.1121 eV
Resistivity unit hbar a/e^2 = 164.33 micro-ohm cm
Residual conductivity = 0.3260 e^2/(hbar a)
Residual resistivity = 504.1 micro-ohm cm
Residual resistivity = 23.19 atomic units
Rigorous lower bound = 65.7 micro-ohm cm
Weak-scattering formula = 496.2 micro-ohm cm
Cubic U=0.25 eV: Im Sigma(0) = -0.0288 eV
Cubic U=0.25 eV: ratio to weak-coupling law = 1.0282
Cubic U=0.25 eV: resistivity = 113.4 micro-ohm cm
Cubic U=0.25 eV: ratio to weak-scattering formula = 1.0011
Resistivity at 100 K = 504.0 micro-ohm cm
Resistivity at 300 K = 503.6 micro-ohm cm
Clusters: 3 samples of 1728 sites, broadening 0.025 eV
Cluster scattering rate -Im Sigma = 0.1254 eV
DMFT at same broadening and grid = 0.1261 eV
Cluster conductivity = 0.3084 e^2/(hbar a)
DMFT at same broadening and grid = 0.2997 e^2/(hbar a)
ALL CHECKS PASSED
```
